# The Thickness Swing of the Absorbed Dose in a Resist Film

A resist film 731.5 nm thick, exposed to 200 J/m² of light of wavelength 250 nm, absorbs on average \(7.55\times10^{7}\) J/m³. A film of the same material 768.2 nm thick, on the same substrate and under the same exposure, absorbs \(8.42\times10^{7}\) J/m³. The film is 5 % thicker and its mean dose is 11.6 % higher, although attenuation alone would make the average over a thicker film lower. The cause is interference between light that enters the film and light that has made a round trip inside it. For this effect the peak-to-valley relative swing is approximately

\[
S\simeq 4\sqrt{R_1R_2}\,e^{-\alpha D}, \tag{1}
\]

where \(R_1\) and \(R_2\) are the reflectances of the top and bottom surfaces of the resist, \(\alpha\) is its absorption coefficient and \(D\) its thickness. Weak reflections are not by themselves sufficient for (1); the derivation supplies the other conditions.

## The field in the film

A plane wave of vacuum wavelength \(\lambda\) arrives at normal incidence from a transparent medium of real index \(N_1\). The resist fills \(0<z<D\) and has index \(N_2=n+i\kappa\), uniform and unchanged by the exposure. Below it lies a thick substrate of index \(N_3\). All media are nonmagnetic. With the time factor \(e^{-i\omega t}\), a wave travelling downward in the resist is \(e^{iqz}\), where

\[
q=\frac{2\pi N_2}{\lambda}=\beta+\frac{i\alpha}{2},\qquad
\beta=\frac{2\pi n}{\lambda},\qquad
\alpha=\frac{4\pi\kappa}{\lambda}. \tag{2}
\]

Its amplitude decays as \(e^{-\alpha z/2}\) and its intensity as \(e^{-\alpha z}\).

At a single interface, continuity of \(E\) and of \(dE/dz\) gives \(1+r_{12}=t_{12}\) and \(N_1(1-r_{12})=N_2t_{12}\). Hence

\[
r_{12}=\frac{N_1-N_2}{N_1+N_2},\qquad
t_{12}=\frac{2N_1}{N_1+N_2},\qquad
r_{23}=\frac{N_2-N_3}{N_2+N_3}. \tag{3}
\]

We write \(r_{12}=\sqrt{R_1}\,e^{i\varphi_1}\) and \(r_{23}=\sqrt{R_2}\,e^{i\varphi_2}\). A wave that meets the top surface from inside is reflected with \(r_{21}=-r_{12}\).

Let the field in the resist be \(ae^{iqz}+be^{-iqz}\). Reflection at \(z=D\) requires \(be^{-iqD}=r_{23}ae^{iqD}\), so \(b=r_{23}ae^{2iqD}\). At \(z=0\) the downward wave consists of transmitted incident light and internally reflected light: \(a=t_{12}E_0-r_{12}b\). Eliminating \(b\) gives \(a(1+r_{12}r_{23}e^{2iqD})=t_{12}E_0\), and therefore

\[
\frac{E(z)}{E_0}=t_{12}\,
\frac{e^{iqz}+r_{23}e^{iq(2D-z)}}{1+r_{12}r_{23}e^{2iqD}}. \tag{4}
\]

The numerator describes the standing wave. The denominator describes how strongly the film as a whole is filled with light. The modulus of its second term is

\[
\rho=|r_{12}r_{23}e^{2iqD}|=\sqrt{R_1R_2}\,e^{-\alpha D}. \tag{5}
\]

The exponent is \(\alpha D\) and not \(2\alpha D\) because interference involves the amplitude of the returning wave: the path is \(2D\), but the amplitude decays at the rate \(\alpha/2\).

## From field to mean dose

The time-averaged power absorbed per volume is \(\tfrac12\omega\varepsilon_0\,\mathrm{Im}(N_2^2)|E|^2=\omega\varepsilon_0n\kappa|E|^2\). Inserting \(\omega=2\pi c/\lambda\) and \(\kappa=\alpha\lambda/4\pi\) turns this into \(\tfrac12\alpha nc\varepsilon_0|E|^2\). The incident intensity is \(\tfrac12N_1c\varepsilon_0|E_0|^2\). The absorbed fraction \(A\) and the depth-averaged dose \(w\) for incident fluence \(F_0\) are thus

\[
A=\frac{n\alpha}{N_1}\int_0^D\left|\frac{E}{E_0}\right|^2dz,
\qquad w=\frac{F_0A}{D}. \tag{6}
\]

The squared modulus of the numerator of (4), without \(t_{12}\), has three parts. The downward wave gives \(e^{-\alpha z}\), and the upward wave gives \(R_2e^{-\alpha(2D-z)}\). In the cross term the exponent is \(iq(2D-z)-iq^*z=2i\beta(D-z)-\alpha D\), since the imaginary parts of \(q\) and \(-q^*\) are equal. The cross term is therefore \(2\sqrt{R_2}e^{-\alpha D}\cos[2\beta(D-z)+\varphi_2]\). With

\[
L=\int_0^De^{-\alpha z}dz=\frac{1-e^{-\alpha D}}{\alpha}, \tag{7}
\]

the second part integrates to \(R_2e^{-2\alpha D}(e^{\alpha D}-1)/\alpha=R_2e^{-\alpha D}L\), and the sum is

\[
G=L(1+R_2e^{-\alpha D})
+\frac{\sqrt{R_2}e^{-\alpha D}}{\beta}
\left[\sin(2\beta D+\varphi_2)-\sin\varphi_2\right]. \tag{8}
\]

Consequently

\[
A=\frac{n\alpha}{N_1}|t_{12}|^2\,G\,F,\qquad
F=\frac{1}{|1+r_{12}r_{23}e^{2iqD}|^2}. \tag{9}
\]

Equation (9) contains no weak-reflection approximation. It was tested against energy balance, in which \(A\) is one minus the reflected and transmitted fractions; the largest discrepancy in \(A\) was \(1.9\times10^{-15}\).

## The coupling factor

Let \(\theta=2\beta D+\varphi_1+\varphi_2\). Then \(F=1/(1+2\rho\cos\theta+\rho^2)\). If \(\theta\) varies while \(\rho\) is held fixed, the extremes of \(F\) are \(1/(1-\rho)^2\) and \(1/(1+\rho)^2\), and their difference is

\[
\frac{(1+\rho)^2-(1-\rho)^2}{(1-\rho^2)^2}
=\frac{4\rho}{(1-\rho^2)^2}. \tag{10}
\]

For the mean over \(\theta\), expand \((1+\rho e^{i\theta})^{-1}=\sum_m(-\rho)^me^{im\theta}\). In the squared modulus, terms with unequal \(m\) average to zero, which leaves \(\sum_m\rho^{2m}=1/(1-\rho^2)\). Dividing (10) by this mean gives

\[
S_F=\frac{4\rho}{1-\rho^2}\simeq4\rho\qquad(\rho\ll1). \tag{11}
\]

The factor 4 has two origins: the cross term in a squared modulus contributes 2, and the passage from \(-1\) to \(+1\) of the cosine contributes another 2. The small quantity is \(\rho\), so a strongly reflecting substrate is admissible in (11) if the top reflection or the attenuation keeps \(\rho\) small.

## The swing of the mean dose

In a real thickness scan \(\rho\), \(L\) and \(1/D\) also change. The phase \(2\beta D\) advances by \(2\pi\) when \(D\) grows by

\[
P=\frac{\pi}{\beta}=\frac{\lambda}{2n}. \tag{12}
\]

We define \(S\) as the maximum minus the minimum of \(w/\bar w\) over one period centred on \(D\), where \(\bar w\) is the running mean of \(w\) over one period. The running mean of a linear function equals its central value, so this division removes the local slope of the background. We assume \(\alpha P\ll1\) and \(D\gg P\), so that the slow factors hardly change within a period.

Now keep terms of first order in \(r_{23}\). The coupling factor becomes \(F\simeq1-2\,\mathrm{Re}(r_{12}r_{23}e^{2iqD})\). In \(G/L\) the term in \(R_2\) is of second order, and the term in \(\sin\varphi_2\) is slow and belongs to the running mean. The oscillating term in \(G/L\) can be rewritten with \(\sin x=-\mathrm{Re}(ie^{ix})\):

\[
\frac{\sqrt{R_2}e^{-\alpha D}}{\beta L}\sin(2\beta D+\varphi_2)
=-\mathrm{Re}\!\left[\frac{i}{\beta L}r_{23}e^{2iqD}\right]. \tag{13}
\]

Adding the two oscillations gives

\[
\frac{w}{\bar w}-1\simeq
-2\,\mathrm{Re}\left\{r_{23}e^{2iqD}
\left[r_{12}+\frac{i}{2\beta L}\right]\right\}. \tag{14}
\]

The real part of a rotating complex number runs between plus and minus its modulus, so

\[
S\simeq4\sqrt{R_2}\,e^{-\alpha D}
\left|r_{12}+\frac{i}{2\beta L}\right|. \tag{15}
\]

The first term in the modulus is the coupling effect. The second comes from the standing wave: its phase is fixed at the substrate, and as \(D\) grows the uppermost fringe is completed and a new one begins. An incomplete fringe changes the depth average by a relative amount of order \(\sqrt{R_2}\,e^{-\alpha D}/(\beta L)\). Unlike (11), the fringe term requires \(R_2e^{-\alpha D}\ll1\) and not only small \(\rho\): on a strongly reflecting substrate the background of (8) is \(L(1+R_2e^{-\alpha D})\), and \(i/(2\beta L)\) must be divided by approximately \(1+R_2e^{-\alpha D}\).

Expanding the modulus gives

\[
\left|r_{12}+\frac{i}{2\beta L}\right|^2
=R_1+\frac{\sqrt{R_1}\sin\varphi_1}{\beta L}
+\frac{1}{4\beta^2L^2}. \tag{16}
\]

For a resist with \(\kappa\ll n-1\) under air, (3) gives \(\sqrt{R_1}\sin\varphi_1=\mathrm{Im}\,r_{12}\simeq-2\kappa/(n+1)^2\). Since \(\beta\kappa=n\alpha/2\), the middle term is then \(-4n\alpha L/(n+1)^2\) times the last one. It can be dropped beside the last term if \(\alpha D\ll1\). The two contributions are then in quadrature, and

\[
S\simeq4\sqrt{R_1R_2}\,e^{-\alpha D}
\left[1+\frac{1}{(2\beta L\sqrt{R_1})^2}\right]^{1/2}. \tag{17}
\]

Both (15) and (17) reduce to (1) when

\[
2\beta L\sqrt{R_1}\gg1. \tag{18}
\]

Condition (18) limits how weak the top reflection may be. If \(R_1\to0\) at fixed \(D\), (1) predicts no swing, whereas (15) leaves \(2\sqrt{R_2}e^{-\alpha D}/(\beta L)\). For an absorbing resist under a transparent medium this limit is only approached, since \(\sqrt{R_1}\) cannot fall below about \(\kappa/2n\).

Two limits show the role of absorption. For \(\alpha D\ll1\), \(L\to D\) and the swing tends to \(4\sqrt{R_1R_2}\), independent of thickness if (18) holds. For \(\alpha D\gg1\), little light returns from the substrate and the interference part of \(S\) vanishes exponentially. What finally remains of \(S\) as defined is the curvature of the background \(w\propto1/D\), which the running mean does not remove: \(w/\bar w\simeq1-P^2/12D^2\) changes by about \(P^3/6D^3\) over one period. In that limit \(L\to1/\alpha\), and since \(\beta/\alpha=n/2\kappa\), condition (18) becomes \(\sqrt{R_1}\,n/\kappa\gg1\).

Equation (14) also gives the thicknesses of greatest relative dose. The real part must be most negative, which requires

\[
2\beta D+\varphi_2+\arg\!\left(r_{12}+\frac{i}{2\beta L}\right)
=(2m+1)\pi,\qquad m\ \text{integer}. \tag{19}
\]

## Numbers for a model film

The opening doses belong to a model with round parameters: \(\lambda=250\) nm, \(N_1=1\), \(N_2=1.7+0.01i\), \(N_3=2.3+0.3i\) and central thickness \(D=750\) nm. From (2),

\[
\alpha=\frac{4\pi(0.01)}{250\ \mathrm{nm}}
=5.027\times10^{-4}\ \mathrm{nm}^{-1},\qquad
\alpha D=0.377,\qquad e^{-\alpha D}=0.686.
\]

The reflectances follow from (3):

\[
R_1=\frac{0.7^2+0.01^2}{2.7^2+0.01^2}=0.0672,\qquad
R_2=\frac{0.6^2+0.29^2}{4.0^2+0.31^2}=0.0276.
\]

Their square roots are 0.2593 and 0.1661, so

\[
\rho=0.2593\times0.1661\times0.6859=0.0295,
\qquad 4\rho=11.8\ \%.
\]

The scan of the full thin-film solution gives 11.85 %, against 11.82 % from (1). The conditions are met: \(P=73.5\) nm is about a tenth of \(D\), \(\alpha P=0.037\), and with \(L=624.8\) nm the left side of (18) is 13.8. By (15) the fringe then raises the swing by about 0.2 % of its value; (17), which omits the middle term of (16), would give \(1/(2\times13.8^2)=0.3\) %. Equation (19) places the maximum at 768.4 nm; the scan finds 768.2 nm. The minimum at 731.5 nm lies half a period away.

The two opening doses differ by \(0.872\times10^{7}\) J/m³, which is 10.9 % of the running mean \(7.975\times10^{7}\) J/m³ at 750 nm, and not 11.85 %. The difference is due to the background. To leading order \(\bar w\propto L/D\), whose relative slope is

\[
\frac{d}{dD}\ln\frac{L}{D}
=\frac{e^{-\alpha D}}{L}-\frac1D
=\frac{0.6859}{624.8\ \mathrm{nm}}-\frac{1}{750\ \mathrm{nm}}
=-2.36\times10^{-4}\ \mathrm{nm}^{-1}. \tag{20}
\]

Over the 36.7 nm from minimum to maximum the background falls by 0.9 %. This hides part of the interference swing in the raw doses, and division by the local running mean restores it.

The attenuation factor was tested over a fourfold range of thickness:

- At 375 nm the scan gives 14.37 % and (1) gives 14.27 %.
- At 1500 nm the scan gives 8.17 % and (1) gives 8.11 %.

The scanned swings have the ratio 0.569, while \(e^{-\alpha(1125\ \mathrm{nm})}=0.568\). A factor \(e^{-2\alpha D}\) would have given 0.32. The remaining deviations, less than 1 % of the predicted swing at these thicknesses, are of the size to be expected; the ratio agrees to three digits because the two deviations happen to be similar. Besides the fringe term there is a drift of the envelope: a neighbouring maximum and minimum are \(P/2\) apart, and if both lie within \(P/2\) of \(D\), their midpoint can be displaced from \(D\) by up to \(P/4\). This changes the exponential by up to about \(\alpha P/4=0.9\) %, in either direction. At other central thicknesses the drift and the fringe term can add, and the deviation from (1) can then exceed 1 %.

## When the top reflection is almost removed

Replace the air by a transparent medium of index 1.7, equal to the real part of the resist index. Only \(\kappa\) now causes a top reflection:

\[
r_{12}=\frac{-0.01i}{3.4+0.01i}\simeq-0.0029i,\qquad
\frac{i}{2\beta L}=\frac{i}{2(0.04273)(624.8)}=0.0187i.
\]

The left side of (18) is \(0.0029/0.0187\simeq0.16\), so the condition fails. The terms are no longer in quadrature but opposed, and (15) gives

\[
S\simeq4(0.1661)(0.6859)(0.0187-0.0029)=0.72\ \%.
\]

The scan gives 0.727 %, while (1) gives 0.134 %, too small by a factor of more than five. Matching the top medium has reduced the swing from 11.85 % to 0.73 %, but what remains is mainly the incomplete fringe.

## Local dose and stronger reflection

Equation (1) concerns the depth average. For the local dose it matters which point is held fixed as \(D\) changes.

At fixed height \(h\) above the substrate, put \(z=D-h\) in the numerator of (4). It becomes \(e^{iq(D-h)}(1+r_{23}e^{2iqh})\). The bracket does not depend on \(D\), and the prefactor contributes only the smooth intensity \(e^{-\alpha(D-h)}\). The oscillation is that of \(F\), so the swing is again \(4\rho\) for small \(\rho\). For \(h=350\) nm the scan gives 11.83 %.

At fixed depth \(z\) below the top surface, the standing wave moves past the observation point. Its relative intensity to first order is \(1+2\,\mathrm{Re}(r_{23}e^{2iq(D-z)})\). Multiplication by \(F\) gives the oscillation \(2\,\mathrm{Re}\{r_{23}e^{2iqD}[e^{-2iqz}-r_{12}]\}\), and hence

\[
S_z\simeq4\sqrt{R_2}\,e^{-\alpha D}\left|e^{-2iqz}-r_{12}\right|. \tag{21}
\]

This form needs a weakly reflecting substrate and overestimates the swing when \(R_2\) is large. The first term has modulus \(e^{\alpha z}\ge1\), so for small \(R_1\) it dominates. At \(z=400\) nm, (21) gives 44.9 % and the scan 44.4 %, nearly four times the swing of the mean dose. The mean dose is steadier because averaging over many fringes suppresses the standing wave. With the weight \(e^{-\alpha z}/L\), the average of \(e^{-2iqz}\) is

\[
\frac1L\int_0^De^{-2i\beta z}dz
=\frac{1-e^{-2i\beta D}}{2i\beta L}. \tag{22}
\]

Multiplied by \(e^{2iqD}\), the second part no longer oscillates with \(D\). The first part is \(-i/(2\beta L)\), and (14) is recovered.

Finally, a test with larger \(\rho\) separates (11) from its first-order form. For a lossless resist of index 1.7 on a substrate of index \(1.7+3.5i\), \(\rho=0.186\). The intensity at fixed height is then strictly periodic in \(D\), and its scanned swing is 77.05 %, in agreement with \(4\rho/(1-\rho^2)\). The value \(4\rho=74.4\) % is low by 3.5 % of the scanned swing. In the model film \(\rho^2\) is about 0.0009, and this correction is negligible.

These results hold for monochromatic light at normal incidence on smooth, uniform films. Bleaching during exposure would make \(\alpha\) depend on the dose, and (1) would then need to be replaced by a calculation that follows the exposure in time. The dose here is absorbed energy; its effect on the developed pattern depends on resist chemistry outside the model. The full set of values is in the numerical output.

## Computed values

```
Wavelength: 250 nm
Top index: 1.0
Resist index: 1.70 + 0.01i
Substrate index: 2.3 + 0.3i
Resist thickness D: 750 nm
Incident fluence: 200 J/m^2
Absorption coefficient alpha: 5.0265e-04 nm^-1
Phase constant beta: 0.04273 nm^-1
Thickness period P: 73.53 nm
alpha P: 0.0370
alpha D: 0.3770
exp(-alpha D): 0.6859
Top reflectance R1: 0.06723
Bottom reflectance R2: 0.02759
sqrt(R1): 0.2593
sqrt(R2): 0.1661
Round-trip amplitude rho: 0.02954
Absorption length L: 624.8 nm
2 beta L sqrt(R1): 13.84
Simple predicted swing: 11.82 %
Swing with fringe term: 11.84 %
Scanned swing: 11.85 %
Thickness at relative maximum, scan: 768.2 nm
Thickness at relative maximum, formula: 768.4 nm
Thickness at relative minimum, scan: 731.5 nm
Absorbed dose at relative maximum: 8.4232e+07 J/m^3
Absorbed dose at relative minimum: 7.5509e+07 J/m^3
Running mean dose at D: 7.9753e+07 J/m^3
D = 375 nm: scanned swing 14.37 %, simple law 14.27 %
D = 750 nm: scanned swing 11.85 %, simple law 11.82 %
D = 1500 nm: scanned swing 8.17 %, simple law 8.11 %
Matched-case top index: 1.7
Matched top, scanned swing: 0.727 %
Matched top, fringe formula: 0.720 %
Matched top, simple law: 0.134 %
Fixed height above substrate: 350 nm
Fixed-height local swing: 11.83 %
Fixed depth below top: 400 nm
Fixed-depth local swing, scan: 44.36 %
Fixed-depth local swing, formula: 44.89 %
Lossless test resist index: 1.7
Strong substrate index: 1.7 + 3.5i
Lossless test rho: 0.1860
Lossless test 4 rho: 74.38 %
Lossless test scanned swing: 77.05 %
Lossless test finite-rho formula: 77.05 %
Largest absorbed-fraction discrepancy: 1.9e-15
```
